# Why the anisotropy barrier of coupled easy-axis spins grows linearly: a program that tests the result

```python
"""
Result under test: N spins s with H = -d sum s_iz^2 - J sum_bonds s_i.s_j,
locked into total spin S = N s, act as -D S_z^2 with D = d(2s-1)/(2S-1).
The barrier D S^2 (integer S) then grows linearly in N at large N, and it is
an upper bound to the true barrier for any ferromagnetic coupling J >= 0.
d: one-spin anisotropy, D: collective anisotropy, M: total spin projection.
Sector barrier: max over M of the lowest energy at fixed M, minus that at M=S.
Energies in meV, lengths in angstrom.
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import expm
from scipy import constants as const
import mpmath as mp


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return sx, sy, np.diag(m), raising


def site_operator(op, i, n):
    q = op.shape[0]
    left = sp.kron(sp.identity(q**i), sp.csr_matrix(op), format="csr")
    return sp.kron(left, sp.identity(q**(n - i - 1)), format="csr")


def stretched_multiplet(s, n):
    """Columns |S,M>, M = S..-S, by repeated lowering of the all-up state."""
    raising = spin_matrices(s)[3]
    lower = sum(site_operator(raising.T, i, n) for i in range(n))
    v = np.zeros(lower.shape[0])
    v[0] = 1.0
    columns = [v]
    for _ in range(int(round(2 * s * n))):
        v = lower @ v
        v = v / np.linalg.norm(v)
        columns.append(v)
    return np.array(columns).T


def collective_D(d, s, n):
    return d * (2 * s - 1) / (2 * n * s - 1)


def rigid_barrier(d, s, n):
    S = n * s
    lowest = (int(round(2 * S)) % 2) / 2
    return collective_D(d, s, n) * (S**2 - lowest**2)


def project(op, basis):
    return basis.conj().T @ (op @ basis)


# ---------- example parameters (rough, manganese(III) cluster regime) ----------
s, N, d, J = 2, 6, 0.5, 0.4
edge, tilt_deg, e_rhombic = 3.2, 10.0, 0.02
stray_field, attempt_time, years, g_factor = 0.010, 1e-8, 10.0, 2.0
S = N * s
meV = const.e * 1e-3
kB = const.k / meV
muB = const.physical_constants["Bohr magneton"][0]

# ---------- projection of the one-spin anisotropy ----------
projected_barriers = {}
for spin, sizes in ((0.5, (2, 4)), (1, (1, 2, 3, 5)), (1.5, (1, 2, 3, 4)),
                    (2, (1, 2, 3, 4, 5, 6))):
    for n in sizes:
        basis = stretched_multiplet(spin, n)
        sz = spin_matrices(spin)[2]
        squares = sum(site_operator(sz @ sz, i, n) for i in range(n))
        mat = -d * project(squares, basis)
        M = n * spin - np.arange(basis.shape[1])
        levels = np.diag(mat) - mat[0, 0]
        expected = collective_D(d, spin, n) * ((n * spin)**2 - M**2)
        assert np.allclose(levels, expected, atol=1e-10)
        assert np.allclose(mat, np.diag(np.diag(mat)), atol=1e-10)
        assert abs(levels.max() - rigid_barrier(d, spin, n)) < 1e-10
        if spin == s:
            projected_barriers[n] = levels.max()
        if spin == s and n == N:
            one_site = site_operator(sz @ sz, 0, n)
            middle = basis[:, S]
            mean_square = middle @ (one_site @ middle)
            assert abs(mean_square - s * (S - s) / (2 * S - 1)) < 1e-10
            assert abs(N * d * (s**2 - mean_square) - levels.max()) < 1e-10

# Rotation of one coherent spin: cost d s(s-1/2) sin^2(theta).
sx, sy, sz, raising = spin_matrices(s)
for theta in (0.4, 1.1, np.pi / 2):
    state = expm(-1j * theta * sy)[:, 0]
    cost = d * (s**2 - np.real(state.conj() @ sz @ sz @ state))
    assert abs(cost - d * s * (s - 0.5) * np.sin(theta)**2) < 1e-10
slope = cost

# ---------- pair anisotropy -g s_iz s_jz: all pairs against ring bonds ----------
g_pair = 0.01


def pair_barrier(pairs, n):
    return 2 * g_pair * pairs * s**2 * n * s / (2 * n * s - 1)


basis4 = stretched_multiplet(s, 4)
z4 = [site_operator(sz, i, 4) for i in range(4)]
for pairs in (list(itertools.combinations(range(4), 2)),
              [(i, (i + 1) % 4) for i in range(4)]):
    term = -g_pair * sum(z4[i] @ z4[j] for i, j in pairs)
    e4 = np.diag(project(term, basis4))
    assert abs(e4.max() - e4[0] - pair_barrier(len(pairs), 4)) < 1e-10

# ---------- exact barriers from all M sectors ----------


def cluster_terms(bonds, n):
    z = [site_operator(sz, i, n) for i in range(n)]
    up = [site_operator(raising, i, n) for i in range(n)]
    exchange = 0
    for i, j in bonds:
        flip = up[i] @ up[j].T
        exchange = exchange - z[i] @ z[j] - (flip + flip.T) / 2
    anisotropy = -sum(a @ a for a in z)
    total_M = sum(a.diagonal() for a in z)
    return exchange.tocsr(), anisotropy.tocsr(), total_M


def sector_barrier(terms, coupling, n):
    exchange, anisotropy, total_M = terms
    H = (coupling * exchange + d * anisotropy).tocsr()
    lowest = []
    for M in range(n * s, -1, -1):
        idx = np.where(np.abs(total_M - M) < 1e-9)[0]
        block = H[idx][:, idx]
        if len(idx) < 300:
            value = np.linalg.eigvalsh(block.toarray())[0]
        else:
            value = eigsh(block, k=1, which="SA", v0=np.ones(len(idx)),
                          tol=1e-12, return_eigenvectors=False)[0]
        lowest.append(value)
    lowest = np.array(lowest) - lowest[0]
    assert lowest.min() > -1e-8          # all-up state is a ground state
    rigid = collective_D(d, s, n) * ((n * s)**2 - np.arange(n * s, -1, -1)**2)
    assert np.all(lowest <= rigid + 1e-7)   # variational upper bound
    return lowest.max(), n * s - int(np.argmax(lowest))


prism_bonds = [(0, 1), (1, 2), (0, 2), (3, 4), (4, 5), (3, 5),
               (0, 3), (1, 4), (2, 5)]
prism = cluster_terms(prism_bonds, N)
U = rigid_barrier(d, s, N)
exact_U, exact_M = sector_barrier(prism, J, N)
stiff = {c: U - sector_barrier(prism, c, N)[0] for c in (40.0, 80.0)}
assert stiff[80.0] > 0
assert abs(stiff[40.0] * 40 / (stiff[80.0] * 80) - 1) < 0.05

weak_J = 0.1
ring_ceiling = 4 * weak_J * s**2 + d * s**2
ring_barriers = {}
for n in (3, 4, 5, 6):
    ring = cluster_terms([(i, (i + 1) % n) for i in range(n)], n)
    ring_barriers[n] = sector_barrier(ring, weak_J, n)[0]
    assert ring_barriers[n] <= ring_ceiling + 1e-7
assert U > ring_ceiling

# ---------- neglected terms: tilt, rhombic part, dipoles ----------
dipole_unit = const.mu_0 * (g_factor * muB)**2 / (4 * np.pi) / meV * 1e30


def vectors(n):
    return [[site_operator(a, i, n) for a in (sx, sy, sz)] for i in range(n)]


def along(axis, ops):
    return sum(a * o for a, o in zip(axis, ops))


def dipole_K(positions):
    """Dipolar energy with all spins fully up along z."""
    total = 0.0
    for a, b in itertools.combinations(positions, 2):
        r = np.array(b) - np.array(a)
        dist = np.linalg.norm(r)
        total += dipole_unit * s**2 * (1 - 3 * (r[2] / dist)**2) / dist**3
    return total


angles = 2 * np.pi * np.arange(3) / 3
radius = edge / np.sqrt(3)
triangle = [(radius * np.cos(a), radius * np.sin(a), 0.0) for a in angles]
tilt = np.radians(tilt_deg)
tilt_factor = (3 * np.cos(tilt)**2 - 1) / 2
ops3 = vectors(3)
basis3 = stretched_multiplet(s, 3)
SX, SY, SZ, _ = spin_matrices(3 * s)
D3 = collective_D(d, s, 3)

tilted = 0
for a, ops in zip(angles, ops3):
    axis = (np.sin(tilt) * np.cos(a), np.sin(tilt) * np.sin(a), np.cos(tilt))
    component = along(axis, ops)
    tilted = tilted - d * component @ component
mat = project(tilted, basis3)
model = -D3 * tilt_factor * SZ @ SZ
assert np.allclose(mat - mat[0, 0] * np.eye(len(mat)),
                   model - model[0, 0] * np.eye(len(mat)), atol=1e-9)

rhombic = e_rhombic * sum(o[0] @ o[0] - o[1] @ o[1] for o in ops3)
assert np.allclose(project(rhombic, basis3),
                   e_rhombic * D3 / d * (SX @ SX - SY @ SY), atol=1e-9)

for positions in (triangle, [(0, 0, 0), (0, 0, edge)]):
    n = len(positions)
    ops, basis = vectors(n), stretched_multiplet(s, n)
    dip = 0
    for i, j in itertools.combinations(range(n), 2):
        r = np.array(positions[j]) - np.array(positions[i])
        dist = np.linalg.norm(r)
        dot = sum(ops[i][k] @ ops[j][k] for k in range(3))
        ends = along(r / dist, ops[i]) @ along(r / dist, ops[j])
        dip = dip + dipole_unit * (dot - 3 * ends) / dist**3
    T = n * s
    M = T - np.arange(2 * T + 1)
    model = dipole_K(positions) * (3 * M**2 - T * (T + 1)) / (T * (2 * T - 1))
    assert np.allclose(project(dip, basis), np.diag(model), atol=1e-9)

prism_positions = triangle + [(x, y, edge) for x, y, _ in triangle]
dipole_shift = -3 * S / (2 * S - 1) * dipole_K(prism_positions)
flat_shift = -3 * S / (2 * S - 1) * 2 * dipole_K(triangle)

# ---------- tunnelling through the collective barrier ----------
mp.mp.dps = 50
D = collective_D(d, s, N)
E = e_rhombic * D / d
size = 2 * S + 1
H = mp.zeros(size)
for k in range(size):
    m = S - k
    H[k, k] = -mp.mpf(D) * m * m
    if k + 2 < size:
        product = (S * (S + 1) - m * (m - 1)) * (S * (S + 1) - (m - 1) * (m - 2))
        H[k, k + 2] = H[k + 2, k] = mp.mpf(E) / 2 * mp.sqrt(product)
levels = sorted(mp.eigsy(H, eigvals_only=True))
splittings = [levels[2 * k + 1] - levels[2 * k] for k in range(S)]
assert splittings[0] > mp.mpf(10)**(-40)   # far above the working precision
shortcut = None
for k in range(S):
    bias = 2 * g_factor * muB * stray_field * (S - k) / meV
    if splittings[k] > bias:
        shortcut = k
        break
assert shortcut is not None
assert splittings[shortcut] < levels[2 * shortcut + 2] - levels[2 * shortcut + 1]
shortcut_energy = float(levels[2 * shortcut] - levels[0])

# ---------- retention ----------
log_ratio = np.log(years * const.year / attempt_time)
needed = log_ratio * kB * 300
n_true = next(n for n in range(1, 100000) if rigid_barrier(d, s, n) >= needed)
n_frozen = next(n for n in range(1, 100000) if d * (n * s)**2 >= needed)

# ---------- output ----------
print(f"spin s = {s}, number N = {N}, total spin S = {S}")
print(f"one-spin anisotropy d = {d:.3f} meV, exchange J = {J:.3f} meV")
print(f"collective D for N = 6: {D:.5f} meV; D/d = {D/d:.5f}")
for n, value in projected_barriers.items():
    print(f"N = {n}: D = {collective_D(d, s, n):.5f} meV, "
          f"rigid barrier = {value:.4f} meV, per spin = {value/n:.4f} meV")
print(f"large-N slope per spin = {slope:.4f} meV")
print(f"mean s_iz^2 at M = 0, N = 6: {mean_square:.4f} (limit s/2 = {s/2:.4f})")
print(f"barrier if D were frozen at d, N = 6: {d*S**2:.2f} meV")
print(f"rigid barrier, N = 6: {U:.4f} meV = {U/kB:.1f} K")
print(f"exact prism sector barrier: {exact_U:.4f} meV = {exact_U/kB:.1f} K")
print(f"  reached at M = {exact_M}; fraction of rigid value = {exact_U/U:.4f}")
for c, deficit in stiff.items():
    print(f"prism deficit from rigid value at J = {c:.0f} meV: {deficit:.5f} meV")
print(f"weak ring J = {weak_J:.2f} meV, N-independent ceiling = "
      f"{ring_ceiling:.3f} meV")
for n, value in ring_barriers.items():
    print(f"  ring N = {n}: exact sector barrier = {value:.4f} meV")
print(f"pair anisotropy g = {g_pair:.3f} meV, barriers all pairs / ring bonds:")
for n in (6, 12, 24):
    print(f"  N = {n}: {pair_barrier(n*(n-1)//2, n):.3f} meV / "
          f"{pair_barrier(n, n):.3f} meV")
print(f"axis tilt {tilt_deg:.0f} deg: factor {tilt_factor:.4f}, "
      f"barrier change {U*(tilt_factor-1):.3f} meV")
print(f"edge = {edge:.1f} angstrom; dipolar barrier change, whole prism: "
      f"{dipole_shift:.4f} meV")
print(f"  part from edges inside the two triangles: {flat_shift:.4f} meV")
print(f"rhombic e = {e_rhombic:.3f} meV, collective E = {E:.6f} meV")
print(f"ground tunnel splitting = {mp.nstr(splittings[0], 3)} meV")
print(f"stray field = {stray_field*1e3:.0f} mT; first open tunnel pair "
      f"m = +/-{S-shortcut}")
print(f"  its splitting = {float(splittings[shortcut]):.4f} meV, "
      f"bias = {bias:.4f} meV")
print(f"  its energy above ground = {shortcut_energy:.3f} meV")
print(f"attempt time = {attempt_time:.0e} s, retention = {years:.0f} years, "
      f"log ratio = {log_ratio:.2f}")
print(f"retention temperature: rigid {U/kB/log_ratio:.2f} K, "
      f"exact prism {exact_U/kB/log_ratio:.2f} K")
print(f"barrier needed at 300 K = {needed:.1f} meV")
print(f"spins needed at 300 K: true law at least {n_true}, "
      f"frozen D {n_frozen}")
print("all good")
```

Running it gives:

```
spin s = 2, number N = 6, total spin S = 12
one-spin anisotropy d = 0.500 meV, exchange J = 0.400 meV
collective D for N = 6: 0.06522 meV; D/d = 0.13043
N = 1: D = 0.50000 meV, rigid barrier = 2.0000 meV, per spin = 2.0000 meV
N = 2: D = 0.21429 meV, rigid barrier = 3.4286 meV, per spin = 1.7143 meV
N = 3: D = 0.13636 meV, rigid barrier = 4.9091 meV, per spin = 1.6364 meV
N = 4: D = 0.10000 meV, rigid barrier = 6.4000 meV, per spin = 1.6000 meV
N = 5: D = 0.07895 meV, rigid barrier = 7.8947 meV, per spin = 1.5789 meV
N = 6: D = 0.06522 meV, rigid barrier = 9.3913 meV, per spin = 1.5652 meV
large-N slope per spin = 1.5000 meV
mean s_iz^2 at M = 0, N = 6: 0.8696 (limit s/2 = 1.0000)
barrier if D were frozen at d, N = 6: 72.00 meV
rigid barrier, N = 6: 9.3913 meV = 109.0 K
exact prism sector barrier: 8.7130 meV = 101.1 K
  reached at M = 0; fraction of rigid value = 0.9278
prism deficit from rigid value at J = 40 meV: 0.00426 meV
prism deficit from rigid value at J = 80 meV: 0.00213 meV
weak ring J = 0.10 meV, N-independent ceiling = 3.600 meV
  ring N = 3: exact sector barrier = 3.3175 meV
  ring N = 4: exact sector barrier = 3.4117 meV
  ring N = 5: exact sector barrier = 3.4825 meV
  ring N = 6: exact sector barrier = 3.4869 meV
pair anisotropy g = 0.010 meV, barriers all pairs / ring bonds:
  N = 6: 0.626 meV / 0.250 meV
  N = 12: 2.696 meV / 0.490 meV
  N = 24: 11.156 meV / 0.970 meV
axis tilt 10 deg: factor 0.9548, barrier change -0.425 meV
edge = 3.2 angstrom; dipolar barrier change, whole prism: 0.0435 meV
  part from edges inside the two triangles: -0.2462 meV
rhombic e = 0.020 meV, collective E = 0.002609 meV
ground tunnel splitting = 4.98e-20 meV
stray field = 10 mT; first open tunnel pair m = +/-3
  its splitting = 0.0475 meV, bias = 0.0069 meV
  its energy above ground = 8.738 meV
attempt time = 1e-08 s, retention = 10 years, log ratio = 37.99
retention temperature: rigid 2.87 K, exact prism 2.66 K
barrier needed at 300 K = 982.1 meV
spins needed at 300 K: true law at least 655, frozen D 23
all good
```
